# Why cα for velocity does not make magnetism rival Coulomb repulsion

Take one free electron at rest and ask for its velocity. In Hartree atomic units, where \(\hbar=m=e=1\) and \(c\approx137.036\), the Dirac Hamiltonian is

\[
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2,\qquad
\alpha_k=\begin{pmatrix}0&\sigma_k\\ \sigma_k&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\]

The velocity operator is \(\dot{\mathbf r}=i[H,\mathbf r]=c\boldsymbol\alpha\), because \([p_j,r_k]=-i\delta_{jk}\). Since \(\alpha_z^2=1\), the eigenvalues of \(c\alpha_z\) are \(+c\) and \(-c\). Yet the positive-energy state at rest is \(\psi=(\chi,0)\), with \(\chi\) a two-component spin state, and

\[
\alpha_z\begin{pmatrix}\chi\\0\end{pmatrix}=\begin{pmatrix}0\\ \sigma_z\chi\end{pmatrix},
\qquad \psi^\dagger\alpha_z\psi=0 .
\]

The mean velocity is zero, as it should be. The matrix \(\alpha_z\) has turned an upper component into a lower one, and the state has no lower component for the result to overlap with.

Two electrons at rest behave in the same way. The operator \(\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\) turns both upper components into lower ones, so its expectation value vanishes, although the matrix itself is not small.

## The belief and its appeal

Two slowly moving charges interact through their currents as well as through their charges. For two electrons the simplest form of this magnetic energy is \(-\mathbf v_1\cdot\mathbf v_2/(c^2r_{12})\). Replacing each velocity by \(c\boldsymbol\alpha\) gives the Gaunt operator,

\[
G=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}} .
\]

The factor \(1/c^2\), which made the classical term small, has cancelled. What remains is \(1/r_{12}\) times a matrix of ordinary size. It is tempting to conclude that the magnetic interaction is as large as the Coulomb repulsion \(1/r_{12}\).

The premise is correct, and even understated. Write \(\alpha_k=\gamma_5\sigma_k\), where \(\gamma_5\) exchanges upper and lower components and \(\sigma_k\) acts on the spin inside each. Then

\[
\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2=\gamma_5^{(1)}\gamma_5^{(2)}\;\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2 .
\]

The two factors commute. The first has eigenvalues \(\pm1\); the second has eigenvalue \(1\) for a spin triplet and \(-3\) for a singlet. The product therefore has eigenvalues \(\pm1\) and \(\pm3\). As a matrix, the magnetic factor can exceed the Coulomb factor threefold.

The error lies in the next step, from the eigenvalues of an operator to its expectation value in an atomic state. To find that value one must ask which states have the large eigenvalues.

## What an eigenvector of α looks like

Let \(\alpha_n=\boldsymbol\alpha\cdot\mathbf n\) for a unit vector \(\mathbf n\), and let \(\alpha_nu=\lambda u\) with \(\lambda=\pm1\). Since \(\alpha_n\) is Hermitian, it can act to the left or to the right:

\[
u^\dagger\beta\alpha_nu=\lambda\,u^\dagger\beta u,\qquad
u^\dagger\alpha_n\beta u=\lambda\,u^\dagger\beta u .
\]

Add the two equations. The left side is zero because \(\beta\alpha_n=-\alpha_n\beta\), so \(u^\dagger\beta u=0\). Every eigenvector has equal weight in the upper and lower components. The same argument, with \(\beta_1\) in place of \(\beta\), applies to \(\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\), whose eigenvalues are also nonzero.

A slow electron of positive energy is far from such a mixture. In a potential \(V\), the lower row of \((H+V)\psi=E\psi\) for \(\psi=(\varphi,\eta)\) reads

\[
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=(E+c^2-V)\,\eta
\quad\Rightarrow\quad
\eta\approx\frac{\boldsymbol\sigma\cdot\mathbf p}{2c}\,\varphi ,
\]

where the last form uses \(E\approx c^2\) and \(|V|\ll c^2\). The lower component is smaller by about \(v/2c\), hence the names large (L) and small (S). An expectation value of \(\alpha_k\) multiplies one large and one small component and is of order \(v/c\).

For a free electron this can be made precise. From \(\alpha_j\alpha_k+\alpha_k\alpha_j=2\delta_{jk}\) and \(\beta\alpha_k+\alpha_k\beta=0\),

\[
H\alpha_k+\alpha_kH=2c\,p_k .
\]

Between two states of the same momentum and the same energy \(E=\sqrt{c^2p^2+c^4}\), the left side gives \(2E\,\psi'^\dagger\alpha_k\psi\). Hence

\[
\psi'^\dagger\alpha_k\psi=\frac{c\,p_k}{E}\,\psi'^\dagger\psi ,
\]

and the mean of \(c\boldsymbol\alpha\) is \(c^2\mathbf p/E\), the relativistic velocity. For \(p=50\) the mean of \(\alpha\) along the momentum is \(50/\sqrt{50^2+137.036^2}=0.3428\), a speed of \(46.97\) atomic units.

The eigenvalues have not been lost. With \(\mathbf n\) along \(\mathbf p\), \(\alpha_n^2=1\) means that \(\alpha_n\psi\) has unit length. Its part among positive-energy states has squared length \((cp/E)^2=0.1175\). The remaining \(0.8825\) lies among negative-energy states. Most of what \(\alpha\) does to this electron is to connect it to states that do not enter its mean velocity.

## The electron in a 1s orbital

The magnetic energy of an atom needs the current at each point, not just the mean velocity. Take a point nucleus of charge \(Z<c\), so that \(V=-Z/r\), and try

\[
\psi=\frac{1}{\sqrt{4\pi}}\begin{pmatrix}g(r)\,\chi\\ i f(r)\,\sigma_r\chi\end{pmatrix},
\qquad \sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}.
\]

With \(\mathbf p=-i\nabla\), one has \(\boldsymbol\sigma\cdot\mathbf p\,g\chi=-ig'\sigma_r\chi\). Also \(\boldsymbol\sigma\cdot\mathbf p\,(if\sigma_r\chi)=(f'+2f/r)\chi\), since the divergence of \(f\hat{\mathbf r}\) is \(f'+2f/r\) and its curl is zero. The Dirac equation becomes

\[
\Big(E-c^2+\frac Zr\Big)g=c\Big(f'+\frac{2f}{r}\Big),\qquad
\Big(E+c^2+\frac Zr\Big)f=-c\,g' .
\]

Insert \(g=AR\), \(f=BR\) with \(R\propto r^{\gamma-1}e^{-\lambda r}\), for which \(R'/R=(\gamma-1)/r-\lambda\). The terms in \(1/r\) give

\[
ZA=c(1+\gamma)B,\qquad ZB=c(1-\gamma)A .
\]

Their product gives \(\gamma=\sqrt{1-Z^2/c^2}\), and their quotient gives \(B^2/A^2=(1-\gamma)/(1+\gamma)\). The constant terms give

\[
(E-c^2)A=-c\lambda B,\qquad (E+c^2)B=c\lambda A .
\]

Dividing the first by the second yields \((c^2-E)/(c^2+E)=B^2/A^2\), so \(E=\gamma c^2\). The second then gives \(\lambda=c(1+\gamma)B/A=Z\).

Normalize with \(\int_0^\infty R^2r^2dr=1\) and \(A^2+B^2=1\). Then

\[
A^2=\frac{1+\gamma}2,\qquad B^2=\frac{1-\gamma}2,\qquad
2AB=\sqrt{1-\gamma^2}=\frac Zc .
\]

For \(Z=50\), \(\gamma=0.9311\): the large component carries 96.55% of the weight and the small one 3.45%. The mean of \(\beta\) is \(A^2-B^2=\gamma\), whereas an eigenvector of \(\alpha_n\) would need zero.

For the current, \(\psi^\dagger\alpha_k\psi\) has a term from small to large and one from large to small:

\[
\psi^\dagger\alpha_k\psi=\frac{gf}{4\pi}\,\chi^\dagger\, i(\sigma_k\sigma_r-\sigma_r\sigma_k)\,\chi .
\]

Define \(\mathbf w=\boldsymbol\sigma\times\hat{\mathbf r}\). The Pauli product rule \(\sigma_k\sigma_j=\delta_{kj}+i\epsilon_{kjl}\sigma_l\) gives

\[
\sigma_k\sigma_r=\hat r_k-iw_k,\qquad \sigma_r\sigma_k=\hat r_k+iw_k ,
\]

so the spin matrix in the current is \(2w_k\). The density is \((g^2+f^2)/4\pi=R^2/4\pi\). Dividing \(c\) times the first by the second gives a local velocity

\[
\mathbf u=2cAB\,\langle\boldsymbol\sigma\rangle\times\hat{\mathbf r}
=Z\,\langle\boldsymbol\sigma\rangle\times\hat{\mathbf r} .
\]

For spin up along \(z\), this circulates about the axis with speed \(Z\sin\theta\), where \(\theta\) is the polar angle. At \(Z=50\) it is at most 50, against \(c=137\). It is a ratio of current to density, not a trajectory. Its average over all directions is zero, so the electron as a whole goes nowhere. For two electrons, the magnetic energy also depends on how their spins are correlated, so the next section keeps the operator \(\mathbf w\) and not only its mean.

## Two electrons: the magnetic energy

Now put two electrons in this shell. The orbitals are those of the bare nucleus, without relaxation under the repulsion, so this is a model and not an accurate ion. The antisymmetric state consists of the same radial and angular factors for both electrons acting on the spin singlet. Its expectation values therefore include exchange.

In the singlet the total spin is zero, so \(\boldsymbol\sigma_1\) acts as \(-\boldsymbol\sigma_2\), and each spin has zero mean. Hence

\[
\langle\sigma_{1i}\sigma_{2j}\rangle=-\langle\sigma_{2i}\sigma_{2j}\rangle=-\delta_{ij}.
\]

With \(\omega\) the angle between \(\mathbf r_1\) and \(\mathbf r_2\), the vector identity for a product of two cross products gives

\[
\begin{aligned}
\langle\mathbf w_1\cdot\mathbf w_2\rangle
&=\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle\,\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2
-\langle(\boldsymbol\sigma_1\cdot\hat{\mathbf r}_2)(\boldsymbol\sigma_2\cdot\hat{\mathbf r}_1)\rangle\\
&=-3\cos\omega+\cos\omega=-2\cos\omega .
\end{aligned}
\]

Each current contributes \(2gf\,\mathbf w/4\pi\), and \(G\) carries a minus sign. Therefore

\[
\langle G\rangle=8\int\!\!\int \frac{g_1f_1\,g_2f_2}{(4\pi)^2}\,
\frac{\cos\omega}{r_{12}}\,d^3r_1\,d^3r_2 .
\]

Let \(r_<\) and \(r_>\) be the smaller and larger of the two radii. In the expansion \(1/r_{12}=\sum_l (r_<^l/r_>^{l+1})P_l(\cos\omega)\), the factor \(\cos\omega=P_1\) selects \(l=1\). Since \(\tfrac12\int_{-1}^1x^2dx=\tfrac13\), the average over directions is \(r_</(3r_>^2)\). Finally \(gf=ABR^2=(Z/2c)R^2\), so

\[
\langle G\rangle=\frac83\Big(\frac{Z}{2c}\Big)^2\Big\langle\frac{r_<}{r_>^2}\Big\rangle
=\frac23\,\frac{Z^2}{c^2}\,\Big\langle\frac{r_<}{r_>^2}\Big\rangle .
\]

The brackets on the right are averages over both radial densities \(r^2R^2\). In the Coulomb energy only \(l=0\) survives:

\[
\Big\langle\frac1{r_{12}}\Big\rangle=\Big\langle\frac1{r_>}\Big\rangle .
\]

The factor \(1/c^2\), absent from the operator, has returned through the state. Because \(r_</r_>^2<1/r_>\) except where the radii coincide,

\[
0<\frac{\langle G\rangle}{\langle 1/r_{12}\rangle}<\frac23\,\frac{Z^2}{c^2}.
\]

The positive sign has a simple meaning. The mean current of the closed shell is zero at every point, but the spins are opposed, so when the two electrons lie in nearby directions their currents are opposed, and the current interaction then raises the energy. This picture gives the sign but not the whole size. The mean currents of a spin-up and a spin-down orbital give \(-(\hat{\mathbf z}\times\hat{\mathbf r}_1)\cdot(\hat{\mathbf z}\times\hat{\mathbf r}_2)\), which averages to \(-\tfrac23\cos\omega\), one third of the total; the other two thirds come from the exchange term, in which both spins flip.

For \(Z=50\), \(Z^2/c^2=0.13313\) and \(\langle r_</r_>^2\rangle=19.553\) atomic units. Thus

\[
\langle G\rangle=\tfrac23\times0.13313\times19.553=1.735\ \text{hartree}=47.2\ \text{eV},
\]

while the Coulomb energy is \(32.93\) hartree, or \(895.9\) eV. The ratio is \(0.0527\), below the bound of \(0.0888\). The belief would have put it near one or above. The numerical check confirms these energies with the full sixteen-component wave function.

## Which components do the work

The pair state has parts LL, LS, SL and SS. Since \(\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\) changes the type of both electrons, it joins LL with SS and LS with SL. For slow electrons SS is already of second order in \(v/c\), while LS and SL are each of first order. Both routes give energies of second order.

Their shares follow from the products already found. When both electrons go from small to large, the factor is \(i^2\) times

\[
\langle(\hat{\mathbf r}_1-i\mathbf w_1)\cdot(\hat{\mathbf r}_2-i\mathbf w_2)\rangle
=\cos\omega-\langle\mathbf w_1\cdot\mathbf w_2\rangle=3\cos\omega ,
\]

where the mixed terms vanish because each spin has zero mean. The reverse process gives the same, so LL–SS contributes \(-6\cos\omega\). When the electrons go opposite ways, the factor is \(-i^2=1\) times

\[
\langle(\hat{\mathbf r}_1-i\mathbf w_1)\cdot(\hat{\mathbf r}_2+i\mathbf w_2)\rangle
=\cos\omega+\langle\mathbf w_1\cdot\mathbf w_2\rangle=-\cos\omega ,
\]

and the two such terms give \(-2\cos\omega\). The sum is the earlier \(-8\cos\omega\). Three quarters of the Gaunt energy, 1.302 hartree at \(Z=50\), comes from LL–SS, and one quarter, 0.434 hartree, from LS–SL.

The SS part has a weight of only \(B^4=0.0012\), yet its coupling to LL accounts for most of the Gaunt energy. The energy is linear in the SS amplitude \(B^2=0.0345\), not in its weight. A small probability is no ground for dropping the small components.

## The full Breit operator

The Gaunt operator is one part of the Breit operator, which also contains the leading effect of retardation:

\[
B_{12}=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)}{2r_{12}},
\qquad \mathbf n=\frac{\mathbf r_1-\mathbf r_2}{r_{12}} .
\]

The extra term does not rescue the belief. Differentiating \(r_{12}\) once with respect to each position gives \(\partial_{1i}\partial_{2j}r_{12}=-(\delta_{ij}-n_in_j)/r_{12}\), so

\[
B_{12}-G=\frac{\delta_{ij}-n_in_j}{2r_{12}}\,\alpha_{1i}\alpha_{2j}
=-\tfrac12\,\alpha_{1i}\alpha_{2j}\,\partial_{1i}\partial_{2j}r_{12},
\]

with repeated indices summed. In the expectation value, integration by parts moves the derivatives onto the currents, which have the form \(h(r)\,\boldsymbol\sigma\times\hat{\mathbf r}\). Their divergence is \(-\boldsymbol\sigma\cdot\nabla\times(h\hat{\mathbf r})=0\), because a radial field that depends only on \(r\) has no curl. Surface terms vanish at infinity by exponential decay and around the nucleus because the current is tangential. In this shell the Breit and Gaunt energies are therefore equal. For other states they generally need not be. The equality holds for the total only. The LL–SS and LS–SL parts separately contain the radial terms \(\mp2\,\hat r_{1i}\hat r_{2j}\), whose divergence is not zero. The extra term therefore moves energy from one part to the other, and for the Breit operator each part carries one half.

## From light to heavy nuclei

For \(Z\ll c\), \(\gamma\to1\) and the radial density becomes \(4Z^3r^2e^{-2Zr}\). Put \(x=Zr\) for the larger radius, integrate over the smaller one first, and double the result to cover both orderings. The inner integrals are

\[
\int_0^x4s^2e^{-2s}ds=1-e^{-2x}(1+2x+2x^2),
\]
\[
\int_0^x4s^3e^{-2s}ds=\tfrac32\big[1-e^{-2x}(1+2x+2x^2+\tfrac43x^3)\big].
\]

Multiplying them by \(8xe^{-2x}\) and \(8e^{-2x}\), respectively, and integrating over \(x\) gives

\[
\Big\langle\frac1{r_>}\Big\rangle=8Z\Big(\frac14-\frac1{16}-\frac1{16}-\frac3{64}\Big)=\frac{5Z}8,
\]
\[
\Big\langle\frac{r_<}{r_>^2}\Big\rangle=12Z\Big(\frac12-\frac14-\frac18-\frac1{16}-\frac1{32}\Big)=\frac{3Z}8 .
\]

Hence

\[
\langle G\rangle\to\frac{Z^3}{4c^2},\qquad
\frac{\langle G\rangle}{\langle1/r_{12}\rangle}\to\frac25\,\frac{Z^2}{c^2}.
\]

| \(Z\) | Coulomb (hartree) | Gaunt (hartree) | Ratio |
|---:|---:|---:|---:|
| 1 | 0.6250 | 0.0000133 | 0.0000213 |
| 10 | 6.262 | 0.01333 | 0.00213 |
| 50 | 32.93 | 1.735 | 0.0527 |
| 80 | 58.10 | 7.687 | 0.132 |

At \(Z=50\) the limiting formula gives 1.664 hartree, about 4% below the full model value. The limiting ratio, 0.0533, is only about 1% above the full one, because the Coulomb energy also exceeds its own limit.

Small compared with Coulomb does not mean negligible: 47 eV cannot be left out if an inner-shell energy is wanted to within a few electronvolts. Nor is the suppression universal. It rests on slow electrons. For a free electron with \(p\gg c\), the mean of \(\alpha\) along the momentum approaches one, and current interactions can then compete with charge interactions.

## Where the large matrix elements matter

The large eigenvalues do have consequences. Two electrons at rest in a spin singlet are taken by \(\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\) to a state with both in lower components, with amplitude \(-3\). At zero momentum that is a state of two negative-energy electrons. Nothing suppresses this matrix element.

Suppose \(G\) were used in second-order perturbation theory with all Dirac states as intermediate states. The matrix element to a doubly negative state is of order \(1/r_{12}\sim Z\), and the energy gap is about \(4c^2\). The shift from these doubly negative states alone is of order \(Z^2/c^2\), the same power of \(c\) as the first-order energy \(Z^3/4c^2\). It would be spurious. Regarding the negative-energy states as filled does not remove it. \(G\) can then lift two negative-energy electrons into the two orbitals, and either electron alone blocks this vacuum process. In the interaction energy \(E_2-2E_1+E_0\) the blocked term counts once in \(E_2\) and twice in \(2E_1\), so the same term returns with the opposite sign. The fault lies in the operator. \(G\) is instantaneous, which is a fair approximation only when the energy each electron gives up is small compared with \(c/r_{12}\sim Zc\), and a jump of \(2c^2\) per electron is not.

The operator is therefore used in first order, as here, or between projectors onto positive-energy states. With that restriction, replacing \(\mathbf v\) by \(c\boldsymbol\alpha\) gives slow electrons a magnetic energy of relative order \((v/c)^2\), as the classical expression suggested.

## Computed results

```
speed of light c: 137.035999 a.u.
eigenvalues of alpha_z: [-1  1]
eigenvalues of alpha1.alpha2: [-3 -1  1  3]
norm of LL-to-LL block of alpha1.alpha2: 0.0
norm of LL-to-SS block of alpha1.alpha2: 3.0
free electron, momentum p: 50.0 a.u.
free electron, mean alpha along p: 0.342764
free electron, mean speed: 46.9711 a.u.
free electron, squared coupling to negative energy: 0.882513
model ion, nuclear charge Z: 50
Z/c: 0.364868
(Z/c)^2: 0.133128
gamma: 0.931059
mean beta of one electron: 0.931059
large-component weight: 0.965530
small-component weight: 0.034470
SS weight of the pair: 0.001188
local speed on the equator: 50.0000 a.u.
<1/r_greater>: 32.92513 a.u.
<r_less/r_greater^2>: 19.55259 a.u.
Coulomb energy: 32.92513 hartree = 895.94 eV
Gaunt energy: 1.73534 hartree = 47.221 eV
Gaunt part from LL-SS: 1.30150 hartree
Gaunt part from LS-SL: 0.43383 hartree
Breit energy: 1.73534 hartree
|Breit - Gaunt| below 1e-5 hartree: True
Gaunt/Coulomb: 0.052706
upper bound (2/3)(Z/c)^2: 0.088752
low-Z formula Z^3/(4c^2): 1.66410 hartree
low-Z ratio (2/5)(Z/c)^2: 0.053251
scan: Z, Coulomb (hartree), Gaunt (hartree), ratio, (2/5)(Z/c)^2
  1  0.62501  1.3313e-05  2.1300e-05  2.1301e-05
 10  6.26230  1.3334e-02  2.1292e-03  2.1301e-03
 50  32.92513  1.7353e+00  5.2706e-02  5.3251e-02
 80  58.09556  7.6867e+00  1.3231e-01  1.3632e-01
```
